# The anomalous skin effect: surface resistance from the Boltzmann equation, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the Boltzmann equation to the surface resistance

### 1. What Ohm's law gets wrong

A microwave cavity loses power in a thin layer of its metal walls. If the current obeys Ohm's law at each point, the surface resistance is proportional to \(\sigma_0^{-1/2}\), where \(\sigma_0\) is the static conductivity. Cooling a copper wall until its conductivity has risen by a factor of 300 should then reduce the loss by \(\sqrt{300}\approx17.3\). For copper at 10 GHz, the theory below gives a reduction of only about 5.

The classical calculation contains the evidence against itself. For the cold wall it gives \(R=1.496\) mΩ at a resistivity of \(1.70\times10^{-8}/300=5.67\times10^{-11}\) Ω m. The classical penetration depth is the ratio of the two, about 38 nm. The electrons' mean free path in the same metal is 11.6 µm. The free path is thus about 300 times the width of the region of strong field. An electron samples very different fields between two collisions, and the current at a point cannot depend on the field at that point alone. We need the response to a field that varies rapidly in space, and the Boltzmann equation supplies it.

### 2. Fields, signs and the surface impedance

The metal fills \(z>0\). The electric field points along \(x\) and depends on depth and time as \(E(z)e^{-i\omega t}\); the physical field is the real part. We use SI units. The displacement current is neglected, and section 10 gives its size.

Faraday's law, \(\nabla\times\mathbf E=-\partial\mathbf B/\partial t=i\omega\mu_0\mathbf H\), has the \(y\) component
\[
E'(z)=i\omega\mu_0H_y(z).
\]
Ampère's law, \(\nabla\times\mathbf H=\mathbf j\), has the \(x\) component \(-H_y'=j\). Differentiating the first equation and inserting the second gives
\[
E''(z)=-i\omega\mu_0\,j(z). \tag{1}
\]
The surface impedance is the ratio of the tangential fields at the surface:
\[
Z=\frac{E(0)}{H_y(0)}=i\omega\mu_0\frac{E(0)}{E'(0)},\qquad R=\operatorname{Re}Z. \tag{2}
\]
The mean power entering unit area is \(\tfrac12\operatorname{Re}(EH_y^*)=\tfrac12R|H_y(0)|^2\), so \(R\) measures the loss at a given surface magnetic field.

For Ohm's law, \(j=\sigma_0E\), the decaying solution is \(E\propto e^{-\kappa z}\) with \(\kappa^2=-i\omega\mu_0\sigma_0\). Since \((1-i)^2=-2i\), the root with positive real part is \(\kappa=(1-i)\sqrt{\omega\mu_0\sigma_0/2}\). With \(E'(0)=-\kappa E(0)\) and \(1/(1-i)=(1+i)/2\),
\[
Z=-\frac{i\omega\mu_0}{\kappa}=(1-i)\sqrt{\frac{\omega\mu_0}{2\sigma_0}}. \tag{3}
\]
This is the classical skin effect, with \(R\propto\omega^{1/2}\sigma_0^{-1/2}\).

### 3. The linearised Boltzmann equation

The electrons have charge \(-e\), mass \(m\) and a spherical Fermi surface of radius \(k_F\). Their density is \(n=k_F^3/(3\pi^2)\) and their Fermi velocity is \(v_F=\hbar k_F/m\). Collisions relax the distribution towards the equilibrium function \(f_0(\varepsilon)\) in a time \(\tau\), and \(l=v_F\tau\) is the mean free path.

Write \(f=f_0+g\), with \(g\) proportional to the field. The electric force gives \(\hbar\dot k_x=-eE\). Because \(\partial f_0/\partial k_x=\hbar v_xf_0'(\varepsilon)\), the terms of first order in the field are
\[
-i\omega g+v_z\frac{\partial g}{\partial z}-eEv_xf_0'=-\frac g\tau .
\]
Two forces have dropped out. The electric force acting on \(g\) is of second order. The wave's magnetic force acting on \(f_0\) is proportional to \((\mathbf v\times\mathbf B)\cdot\mathbf v\), which vanishes. Rearranging,
\[
\Big(\frac1\tau-i\omega\Big)g+v_z\frac{\partial g}{\partial z}=-eEv_x(-f_0'). \tag{4}
\]
The source is odd in \(v_x\), and so is \(g\). The density perturbation, which is the sum of \(g\) over all states, is therefore zero. A transverse field piles up no charge, and relaxation to the fixed function \(f_0\) conserves particle number here.

In an infinite metal with field \(Ee^{iqz}\), the derivative becomes \(iq\), and
\[
g=\frac{-eEv_x(-f_0')}{1/\tau-i\omega+iqv_z}. \tag{5}
\]

### 4. The conductivity at wavenumber \(q\)

The current density is \(j=-2e\int v_xg\,d^3k/(2\pi)^3\), where the factor 2 counts spin. The two minus signs cancel:
\[
\sigma(q)=2e^2\int\frac{d^3k}{(2\pi)^3}\,\frac{v_x^2(-f_0')}{1/\tau-i\omega+iqv_z}.
\]
At low temperature \(-f_0'\) is a delta function at the Fermi energy. Let \(\mu=v_z/v_F\) be the cosine of the angle to the surface normal and \(\phi\) the azimuth. Then

- \(d^3k=k^2\,d\varepsilon\,d\mu\,d\phi/(\hbar v)\),
- \(v_x^2=v_F^2(1-\mu^2)\cos^2\phi\), and \(\int_0^{2\pi}\cos^2\phi\,d\phi=\pi\).

The prefactor is \(\dfrac{2e^2}{8\pi^3}\dfrac{k_F^2}{\hbar v_F}v_F^2\,\pi\tau=\dfrac{e^2k_F^2l}{4\pi^2\hbar}\). With \(\sigma_0=ne^2\tau/m\), this equals \(3\sigma_0/4\), because \(ne^2\tau/m=k_F^3e^2\tau/(3\pi^2m)\) and \(k_F/m=v_F/\hbar\). Hence
\[
\sigma(q)=\frac{3\sigma_0}{4}\int_{-1}^1\frac{(1-\mu^2)\,d\mu}{a+iql\mu},\qquad a=1-i\omega\tau. \tag{6}
\]

Take \(q>0\) and put \(s=ql/a\). Multiplying numerator and denominator by \(1-is\mu\) and dropping the odd part leaves
\[
\int_{-1}^1\frac{1-\mu^2}{1+is\mu}d\mu=\int_{-1}^1\frac{1-\mu^2}{1+s^2\mu^2}d\mu .
\]
Now write \(1-\mu^2=(1+s^{-2})-s^{-2}(1+s^2\mu^2)\) and use \(\int_{-1}^1d\mu/(1+s^2\mu^2)=2s^{-1}\arctan s\). The result is
\[
\sigma(q)=\frac{\sigma_0}{a}F(s),\qquad F(s)=\frac{3}{2s^3}\big[(1+s^2)\arctan s-s\big]. \tag{7}
\]
For small \(s\), \(F\to1\), and the local conductivity returns.

### 5. Short wavelength: the mean free path cancels

For large \(|s|\) we have \(\arctan s=\pi/2-1/s+1/(3s^3)-\dots\), so the bracket in (7) is \(\pi s^2/2-2s+\dots\) and
\[
F(s)=\frac{3\pi}{4s}-\frac{3}{s^2}+O(s^{-3}).
\]
Inserting \(s=ql/a\),
\[
\sigma(q)=\frac{A}{q}-\frac{3\sigma_0a}{q^2l^2}+\dots,\qquad A=\frac{3\pi\sigma_0}{4l}=\frac{3\pi ne^2}{4mv_F}=\frac{e^2k_F^2}{4\pi\hbar}. \tag{8}
\]
The last form follows from \(n=k_F^3/(3\pi^2)\) and \(mv_F=\hbar k_F\). The factor \(a\) has cancelled in the leading term, and with it both \(\tau\) and \(\omega\). The mass has gone too: in this limit the metal is described by the size of its Fermi surface.

The cancellation has a simple origin. Set \(\omega\tau\ll1\) for the moment. The real part of the integrand in (6) is \((1-\mu^2)/(1+q^2l^2\mu^2)\), which is large only for \(|\mu|\lesssim1/(ql)\). Electrons that cross several wavelengths between collisions are pushed back and forth and gain little. Those that travel nearly parallel to the surface stay in a field of one sign. A longer free path lets each of them gain more momentum, in proportion to \(l\), but narrows the belt of useful directions in proportion to \(1/l\).

### 6. The depth scale, and the scaling law before any integral

In (1) a field of wavenumber \(q\) has \(q^2\) balanced against \(\omega\mu_0\sigma(q)\). With \(\sigma=A/q\) the two are equal at \(q=1/\delta\), where
\[
\delta=(\omega\mu_0A)^{-1/3}. \tag{9}
\]
We now measure depth as \(\zeta=z/\delta\) and write the distribution as
\[
g=-e(-f_0')\,v_x\,\frac{\delta}{v_F}\,\Phi(\zeta,\mu).
\]
Substituting in (4) and dividing out the common factor \(-e(-f_0')v_x\) gives the first equation below. For the second, comparison with (5) and (6) shows that the current is \(j=\frac{3\sigma_0}{4}\frac{\delta}{l}\int(1-\mu^2)\Phi\,d\mu\). Since \(\sigma_0/l=4A/(3\pi)\), this is \(\frac{A\delta}{\pi}\int(1-\mu^2)\Phi\,d\mu\), and \(\omega\mu_0A\delta^3=1\). Thus
\[
\mu\frac{\partial\Phi}{\partial\zeta}+\eta\Phi=E,\qquad
\frac{d^2E}{d\zeta^2}=-\frac i\pi\int_{-1}^1(1-\mu^2)\Phi\,d\mu,\qquad
\eta=\frac{(1-i\omega\tau)\delta}{l}. \tag{10}
\]

A boundary condition at the surface is also needed. We treat two idealised cases:

- specular reflection, \(\Phi(0,\mu)=\Phi(0,-\mu)\), in which an electron keeps its tangential velocity;
- diffuse reflection, \(\Phi(0,\mu)=0\) for \(\mu>0\), in which electrons leave the surface with no memory of the field.

Neither condition contains a length. The mean free path enters the whole problem through \(\eta\) alone. If the solution has a finite limit as \(\eta\to0\), then (2) gives
\[
Z\to C\,\omega\mu_0\delta=C\,(\omega\mu_0)^{2/3}A^{-1/3},
\]
with \(C\) a pure number set by the type of surface. This is the two-thirds law. What remains is to show that the limit exists and to find \(C\).

### 7. Specular surface

For specular reflection the half-space can be turned into an infinite metal. For \(z<0\) define \(E(z)=E(-z)\) and \(\Phi(z,\mu)=\Phi(-z,-\mu)\). Reversing both \(z\) and \(\mu\) leaves \(\mu\,\partial/\partial z\) unchanged, so the Boltzmann equation holds on both sides, and the specular condition makes \(\Phi\) continuous at \(z=0\). Equation (7) therefore applies to each Fourier component.

The even field has a kink at the surface, where its slope jumps from \(-E'(0)\) to \(E'(0)\); here \(E'(0)\) denotes the slope just inside the metal. On the whole line (1) becomes
\[
E''=-i\omega\mu_0j+2E'(0)\,\delta_D(z),
\]
where \(\delta_D\) is the Dirac function. With \(\hat E(q)=\int E\,e^{-iqz}dz\),
\[
-q^2\hat E=-i\omega\mu_0\sigma\hat E+2E'(0)
\quad\Rightarrow\quad
\hat E=\frac{-2E'(0)}{q^2-i\omega\mu_0\sigma(q)} .
\]
The denominator has no zero at real \(q\), because \(\operatorname{Re}\sigma>0\) by (6). Now \(E(0)=(2\pi)^{-1}\int\hat E\,dq\), the integrand is even, and (2) gives
\[
Z=-\frac{2i\omega\mu_0}{\pi}\int_0^\infty\frac{dq}{q^2-i\omega\mu_0\sigma(q)}. \tag{11}
\]
For constant \(\sigma_0\) the integral is \(\pi/(2\kappa)\), and (3) is recovered.

In the anomalous limit put \(\sigma=A/q\) and \(b^3=-i\omega\mu_0A=-i/\delta^3\). The integral becomes \(\int_0^\infty q\,dq/(q^3+b^3)\). We need
\[
J_p=\int_0^\infty\frac{x^{p-1}}{1+x^3}dx,\qquad p=1,2.
\]
Integrate around a sector of opening angle \(2\pi/3\). The returning ray contributes \(-e^{2\pi ip/3}J_p\), and the one enclosed pole, at \(x=e^{i\pi/3}\), has residue \(-\tfrac13e^{i\pi p/3}\). So
\[
J_p\,(1-e^{2\pi ip/3})=-\tfrac{2\pi i}{3}e^{i\pi p/3}
\quad\Rightarrow\quad
J_p=\frac{\pi/3}{\sin(\pi p/3)},\qquad J_1=J_2=\frac{2\pi}{3\sqrt3}. \tag{12}
\]
For real positive \(b\) the substitution \(q=bx\) gives \(J_2/b\). The integral is analytic in \(b^3\) away from the negative axis, so we may turn \(b^3\) from the positive axis to \(-i/\delta^3\). Its phase goes from 0 to \(-\pi/2\), which selects the cube root \(b=e^{-i\pi/6}/\delta\). Then, with \(-ie^{i\pi/6}=e^{-i\pi/3}\),
\[
Z_0=-\frac{2i\omega\mu_0}{\pi}\,\frac{2\pi}{3\sqrt3}\,\delta e^{i\pi/6}
=\frac{2}{3\sqrt3}\,\omega\mu_0\delta\,(1-i\sqrt3),
\]
\[
R_0=\frac{2}{3\sqrt3}\,(\omega\mu_0)^{2/3}\left(\frac{4\pi\hbar}{e^2k_F^2}\right)^{1/3}. \tag{13}
\]
The resistance scales as \(\omega^{2/3}\) and does not contain \(l\). The phase of \(Z_0\) is \(-60^\circ\), against \(-45^\circ\) in (3).

The form \(A/q\) fails for \(q\lesssim|a|/l\). With either form of \(\sigma\), that range contributes a fraction of order \(|\eta|^2\) to the integral in (11), so it does not affect the limit.

## Second half: corrections, diffuse surfaces and copper

The symbols and results needed from the first half are these. The fields vary as \(e^{-i\omega t}\), and \(Z=i\omega\mu_0E(0)/E'(0)\). The conductivity at wavenumber \(q\) is \(\sigma(q)=A/q-3\sigma_0a/(q^2l^2)+\dots\) at short wavelength, with \(a=1-i\omega\tau\) and \(A=3\pi\sigma_0/(4l)=e^2k_F^2/(4\pi\hbar)\). The depth scale is \(\delta=(\omega\mu_0A)^{-1/3}\), and the mean free path enters through \(\eta=a\delta/l\). A specular surface obeys (11), whose limit for \(|\eta|\ll1\) is \(Z_0=\frac{2}{3\sqrt3}\omega\mu_0\delta(1-i\sqrt3)\). We also keep \(b=e^{-i\pi/6}/\delta\) and the integrals \(J_1=J_2=2\pi/(3\sqrt3)\).

### 8. How the mean free path re-enters

Independence of \(l\) is a limiting statement. The next term of \(\sigma(q)\) shows how the limit is approached. Since \(3\sigma_0/l=4A/\pi\), that term is
\[
\Delta\sigma=-\frac{4a}{\pi l}\frac{A}{q^2}.
\]
The denominator in (11) is \(D=q^2+b^3/q\) at leading order. It changes by \(\Delta D=-i\omega\mu_0\Delta\sigma=-\frac{4a}{\pi l}\frac{b^3}{q^2}\), because \(b^3=-i\omega\mu_0A\). The integral \(I=\int dq/D\) then changes by
\[
\Delta I=-\int_0^\infty\frac{\Delta D}{D^2}dq=\frac{4ab^3}{\pi l}\int_0^\infty\frac{dq}{(q^3+b^3)^2}
=\frac{4a}{\pi lb^2}\int_0^\infty\frac{dx}{(1+x^3)^2}.
\]
In the middle step \(q^{-2}/(q^2+b^3/q)^2=1/(q^3+b^3)^2\); the last step puts \(q=bx\), continued in \(b\) as before.

For the remaining integral, differentiate
\[
\frac{d}{dx}\frac{x}{1+x^3}=\frac{1}{1+x^3}-\frac{3x^3}{(1+x^3)^2}=-\frac{2}{1+x^3}+\frac{3}{(1+x^3)^2}.
\]
The left side integrates to zero between 0 and \(\infty\), so the integral is \(\tfrac23J_1\). Dividing by \(I=J_2/b\), with \(J_1=J_2\),
\[
\frac{Z}{Z_0}=1+\frac{8a}{3\pi lb}=1+\frac{8}{3\pi}\,\eta\,e^{i\pi/6}. \tag{14}
\]
At \(\eta=0.0010-0.0005i\) this formula gives a correction of \(0.000947+0.000057i\). Numerical integration of (11) with the full \(\sigma(q)\) gives \(0.000952+0.000057i\).

To obtain the resistance, use \(Z_0\propto e^{-i\pi/3}\), whose real part is \(\tfrac12\). The relative change of \(R\) is \(\frac{8}{3\pi}\,2\operatorname{Re}(\eta e^{-i\pi/6})\). Since \((1-i\omega\tau)(\sqrt3-i)/2\) has real part \((\sqrt3-\omega\tau)/2\),
\[
R=R_0\Big[1+\frac{8}{3\pi}\big(\sqrt3-\omega\tau\big)\frac{\delta}{l}\Big]. \tag{15}
\]
The two terms mean different things. The first, proportional to \(\delta/l\), is the remaining influence of collisions. The second contains \(\omega\tau\,\delta/l=\omega\delta/v_F\), which does not depend on \(\tau\). It compares the time an electron needs to cross the depth \(\delta\) with the period of the field. The anomalous limit therefore has two conditions:
\[
\delta\ll l\qquad\text{and}\qquad\omega\delta\ll v_F .
\]
As \(\delta\propto\omega^{-1/3}\), the first fails at low frequency and the second at high frequency. The product \(\omega\tau\) itself need not be small.

For a specular surface, the resistance in the anomalous limit scales as \(\omega^{2/3}\) and does not depend on the mean free path, and (15) gives the first correction. What remains is to treat the diffuse surface and to work out the numbers for copper at 10 GHz.
